# Rode's iteration for polar-optical scattering: contraction proof and phonon cusps

An electron in the conduction band of a polar semiconductor loses momentum by absorbing and emitting longitudinal-optical (LO) phonons. Each event changes its energy by the fixed quantum \(\omega\), which at room temperature is comparable with \(k_BT\), and the Fröhlich coupling favours small deflections. An electron scattered from \(E\) to \(E\pm\omega\) therefore still carries part of its drift, and what it contributes to the current depends on the response at the new energy. The linearised Boltzmann equation couples \(E\) to \(E\pm\omega\), so the relaxation time \(\tau(E)\) that solves it cannot be computed from the scattering rates at \(E\) alone. Rode's method solves it by iteration.

## The ladder equation

Atomic units are used (\(\hbar=e=1\), Gaussian fields). The band is parabolic with mass \(m\), the gas is nondegenerate, \(f_0\propto e^{-\beta E}\), and the phonons are dispersionless and in equilibrium with occupation \(N=1/(e^{b}-1)\), \(b=\beta\omega\). The golden-rule rate with the unscreened Fröhlich coupling at momentum transfer \(\mathbf k'-\mathbf k\) is
\[W(\mathbf k\to\mathbf k')=2\pi\,\frac{2\pi\omega}{\varepsilon^*V|\mathbf k'-\mathbf k|^2}\left[N\delta(E'-E-\omega)+(N+1)\delta(E'-E+\omega)\right],\]
with \(1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0\).

A field \(F\hat z\) gives \(\dot{\mathbf k}=-F\hat z\), and \(\nabla_{\mathbf k} f_0=-\beta\mathbf v f_0\), so to first order in \(F\) the drift term is \(+\beta Fv\cos\theta\,f_0\). Write \(\delta f=f_0\varphi\). Detailed balance, \(W(\mathbf k'\to\mathbf k)f_0'=W(\mathbf k\to\mathbf k')f_0\), which follows from \((N+1)e^{-b}=N\), turns the collision term into \(f_0\sum_{\mathbf k'}W(\mathbf k\to\mathbf k')(\varphi'-\varphi)\). Put \(\varphi=-\beta F\Lambda(E)\cos\theta\), with \(\Lambda\) a mean free path. If \(\gamma\) is the angle between \(\mathbf k\) and \(\mathbf k'\), the average of \(\cos\theta'\) over the azimuth about \(\mathbf k\) is \(\cos\theta\cos\gamma\). Dividing by \(\beta F f_0\cos\theta\),
\[v=\nu_0\Lambda(E)-\sum_\pm\nu_1^\pm\Lambda(E\pm\omega),\qquad \nu_l^\pm=\sum_{\mathbf k'}W^\pm\cos^l\gamma,\quad\nu_0=\nu_0^++\nu_0^- .\]

With \(\sum_{\mathbf k'}=V\int d^3k'/(2\pi)^3\), the azimuth gives \(2\pi\), the delta function gives \(\int k'^2dk'\,\delta=mk'\), and \(|\mathbf k'-\mathbf k|^2=2kk'(z-c)\) with \(c=\cos\gamma\), \(z=(k^2+k'^2)/2kk'\). The factors of \(2\pi\) cancel, and apart from the occupation factor
\[\nu_l=\frac{m\omega}{\varepsilon^*k}\,\frac12\int_{-1}^1\frac{c^l\,dc}{z-c}.\]
Let \(x=E/\omega\) and \(\alpha=\sqrt{m/2\omega}/\varepsilon^*\). Since \(k=\sqrt{2m\omega x}\), the prefactor is \(\alpha\omega/\sqrt x\). For the pair of energies \((x,x+1)\) set \(\sinh t=\sqrt x\), so \(\cosh t=\sqrt{x+1}\). Then \(z=\cosh2t/\sinh2t=\coth y\) with \(y(x)=2t=2\,\mathrm{arsinh}\sqrt x\). The \(l=0\) integral is \(\tfrac12\ln\frac{z+1}{z-1}=y\). For \(l=1\), \(c/(z-c)=z/(z-c)-1\) gives \(Q_1(x)=y\coth y-1\). The mean cosine of the deflection is the Langevin function,
\[L(x)\equiv\frac{Q_1}{y}=\coth y-\frac1y .\]
Its derivative in \(y\) is \(1/y^2-1/\sinh^2y>0\), so \(L\) rises from 0 to 1: fast electrons are scattered forward. Quadrature of the golden rule with a narrow Gaussian for the delta function reproduces these rates to a relative \(10^{-6}\).

With \(v=v_0\sqrt x\), \(v_0=\sqrt{2\omega/m}\) and \(\Lambda=(v_0/\alpha\omega)\,\ell\), multiplying by \(\sqrt x/v_0\) gives
\[D(x)\ell(x)=x+NQ_1(x)\,\ell(x+1)+(N+1)Q_1(x-1)\,\ell(x-1),\]
\[D(x)=Ny(x)+(N+1)y(x-1),\]
where \(y(x-1)\) and \(Q_1(x-1)\) are zero for \(x\le1\), emission being closed. Divided by \(D\) this is \(\ell=\ell_0+T\ell\), \(\ell_0=x/D\). The energies \(x=\delta+n\), \(0<\delta\le1\), form a ladder that couples to no other.

The drift velocity is \(\langle v\cos\theta\,\varphi\rangle=-\beta F\langle v\Lambda\rangle/3\), so \(\mu=\beta\langle v\Lambda\rangle/3\). With the Maxwell density \((2/\sqrt\pi)b^{3/2}\sqrt x\,e^{-bx}\) and \(\beta v_0^2=2b/m\),
\[\mu=\frac{1}{m\alpha\omega}\,\frac{4b^{5/2}}{3\sqrt\pi}\int_0^\infty x\,\ell(x)\,e^{-bx}dx .\]

## Two rungs by hand

Take round model parameters \(m=0.1\), \(\varepsilon_\infty=10\), \(\varepsilon_0=12\), \(\omega=0.040\) eV, 300 K. Then \(k_BT=0.02585\) eV, \(b=1.5473\), \(N=0.2704\), \(\alpha=0.0972\), \(\alpha\omega=0.003888\) eV, and the length unit \(v_0/\alpha\omega\) is 635.0 Å. Keep the rungs \(x=1\) and \(x=2\) of the ladder \(\delta=1\) and set \(\ell(3)=0\). From \(y(1)=1.7627\), \(y(2)=2.2924\), \(L(1)=0.4934\):
\[Q_1(1)=0.4934\times1.7627=0.8697,\qquad D(1)=0.2704\times1.7627=0.4766,\]
\[D(2)=0.2704\times2.2924+1.2704\times1.7627=2.8592 .\]
The sources are \(1/0.4766=2.098\) and \(2/2.8592=0.6995\). The upward coupling is \(NQ_1(1)/D(1)=L(1)=0.4934\) and the downward one is \(1.2704\times0.8697/2.8592=0.3864\):
\[\ell(1)=2.098+0.4934\,\ell(2),\qquad \ell(2)=0.6995+0.3864\,\ell(1).\]
Start from the sources and substitute repeatedly. The first sweep gives \(2.098+0.345=2.443\) and \(0.6995+0.811=1.510\). The second gives \(2.098+0.4934\times1.510=2.843\) and \(0.6995+0.3864\times2.443=1.644\). Each sweep adds one more collision through which the drift survives. Two sweeps multiply the error by the loop product \(0.4934\times0.3864=0.1907\), and the geometric series sums to \(2.443/0.8093=3.019\) and \(1.510/0.8093=1.866\). The full ladder gives 3.186 and 2.205. The truncated values lie below because all couplings are positive and positive terms were discarded.

## The algorithm

Rode's unknown is the distribution \(g=e^{-bx}\ell\). Multiplying the ladder equation by \(e^{-bx}\) and using \(Ne^{b}=N+1\) exchanges the occupation factors, so that electrons arrive from above by emission:
\[g_{k+1}(x)=\frac{xe^{-bx}+(N+1)Q_1(x)g_k(x+1)+NQ_1(x-1)g_k(x-1)}{D(x)} .\]

1. Choose offsets \(\delta=s^2\) with \(s\) at Gauss–Legendre nodes on \((0,1)\) and \(d\delta=2s\,ds\). The solution has square-root edges at integer \(x\), derived below, which this substitution removes.
2. For each \(\delta\) tabulate \(D\) and \(Q_1\) on a finite number of rungs, with \(g=0\) above the top.
3. Start from \(g_0=xe^{-bx}/D\) and sweep; the iterate is \(\ell_k=\sum_{j\le k}T^j\ell_0\).
4. Sum \(x\,g\) over rungs and nodes to obtain \(\mu_k\).

## Why the plain supremum norm fails

For a kernel with nonnegative entries the operator norm in \(\sup|\ell|\) is the largest row sum. Writing \(Q_1=y-1+(z-1)y\), where the last term vanishes at large \(x\) (it is at most \(1/4x^{3/2}\), as shown in the lemma of the next section), and \(D\to(2N+1)y\), the row sum is \(1-(2N+1)/D+\dots=1-1/y+\dots\). It is 0.7277, 0.8794, 0.9342 at \(x=10,10^3,10^6\), and its supremum is 1. The source \(x/D\) is also unbounded. On the full energy axis, with polar scattering alone, the map is no contraction in this norm.

## Contraction in a weighted norm

At high energy emission outweighs absorption by \((N+1)/N\), so electrons drift down the ladder. A growing weight exploits this. Define \(\|\ell\|_\lambda=\sup|\ell(x)|\lambda^{-x}\) with \(\lambda>1\). Inserting \(|\ell(x\pm1)|\le\|\ell\|_\lambda\lambda^{x\pm1}\) gives \(\|T\ell\|_\lambda\le\sup_xR(x)\,\|\ell\|_\lambda\) with
\[R(x)=\frac{N\lambda\,Q_1(x)+(N+1)Q_1(x-1)/\lambda}{Ny(x)+(N+1)y(x-1)} .\]

Lemma: \(Q_1(x)\le y(x-1)\) for \(x\ge2\). First, \(y'=1/\sqrt{x(x+1)}\) decreases, so \(y(x)-y(x-1)\le1/\sqrt{(x-1)x}\le1/\sqrt2\). Second, \(z-1=(\sqrt{x+1}-\sqrt x)^2/2\sqrt{x(x+1)}\le(1/4x)/(2x)\), because \(\sqrt{x+1}-\sqrt x=1/(\sqrt{x+1}+\sqrt x)\le1/2\sqrt x\). With \(y\le2\sqrt x\) this gives \((z-1)y\le1/4x^{3/2}\le1/(4\cdot2^{3/2})\). The two bounds add to 0.7955, so \(Q_1(x)-y(x-1)\le0.7955-1<0\). The inequality fails near threshold, for instance at \(x=1.05\), so low energies need their own argument.

For \(x\ge2\), both \(Q_1(x)\) and \(Q_1(x-1)\) are at most \(y(x-1)\), and \(D\ge(2N+1)y(x-1)\). Hence
\[R\le h(\lambda)=\frac{N\lambda+(N+1)/\lambda}{2N+1},\]
and \(R\to h\) as \(x\to\infty\), since \(L\to1\) and \(y(x-1)/y(x)\to1\). For \(x<2\), \(R\) is an average of \(\lambda L(x)\) and \(L(x-1)/\lambda\) with weights \(Ny(x)/D\) and \((N+1)y(x-1)/D\); both terms are below \(\lambda L_2\), \(L_2=L(2)=0.5844\). So \(\sup R\le q=\max(h,\lambda L_2)\).

The function \(h\) falls from \(h(1)=1\) to its minimum at \(\lambda^2=(N+1)/N=e^b\). Since \(N(N+1)=1/4\sinh^2(b/2)\) and \(2N+1=\coth(b/2)\), the minimum \(2\sqrt{N(N+1)}/(2N+1)\) equals \(\mathrm{sech}(b/2)\). This choice serves if \(L_2e^{b/2}\cosh(b/2)\le1\), that is \(e^b+1\le2/L_2\), or \(b\le b^*=0.8847\). For larger \(b\) the falling \(h\) and the rising \(\lambda L_2\) cross inside \((1,e^{b/2})\), at
\[\lambda^2=\frac{N+1}{(2N+1)L_2-N},\qquad q=\lambda L_2=h(\lambda)<h(1)=1 .\]
Thus \(q<1\) at every finite temperature. It tends to 1 as \(b\to0\) and to \(\sqrt{L_2}=0.7645\) as \(b\to\infty\). In the example \(\lambda^2=1.2704/(1.5408\times0.5844-0.2704)=2.016\), so \(\lambda=1.4200\) and \(q=0.8298\); since \(R\to h=q\), the supremum of \(R\) is \(q\) itself, approached slowly: on a test grid ending at \(x=10^{10}\) the largest \(R\) is 0.7958.

The source has finite norm: it behaves as \(\sqrt x/2N\) at small \(x\) and grows more slowly than \(x\). The functions of finite norm form a complete space, so Banach's theorem gives one solution in it, reached from any start, and summing \(\|T^j\ell_0\|_\lambda\le q^j\|\ell_0\|_\lambda\) over \(j>k\),
\[\|\ell-\ell_k\|_\lambda\le\frac{q^{k+1}}{1-q}\|\ell_0\|_\lambda .\]
Truncation deletes nonnegative entries and an added elastic momentum-relaxation rate enlarges \(D\), so both preserve the bound.

The growth condition matters. Solving the ladder equation for \(\ell(x+1)\) generates a solution from any value on the lowest rung, and by uniqueness all but one leave the space. With coefficients frozen at a high rung, a ratio \(\rho\) between rungs obeys \(NL\rho^2-(2N+1)\rho+(N+1)L=0\), whose roots tend to 1 and \(e^b\) as \(L\to1\). The homogeneous upward recursion shows the ratio 5.7774 at rung 400, within 1% of the larger root and above \(e^b=4.6986\). Upward recursion therefore amplifies errors and is no substitute for the iteration.

## Mobility error and sharpness

Take \(\langle u,w\rangle=\int De^{-bx}uw\,dx\). Shifting \(x\to x+1\) in the emission term and using \((N+1)e^{-b}=N\),
\[\langle u,Tw\rangle=\int Ne^{-bx}Q_1(x)\,[u(x)w(x+1)+u(x+1)w(x)]\,dx,\]
which is symmetric. Set \(w=u\), use \(2|u(x)u(x+1)|\le\lambda u(x)^2+u(x+1)^2/\lambda\), and shift the second term back. The result is \(|\langle u,Tu\rangle|\le\int De^{-bx}R\,u^2dx\le q\langle u,u\rangle\), so the self-adjoint \(T\) has norm at most \(q\) here too.

Because \(D\ell_0=x\), the mobility is proportional to \(\langle\ell_0,\ell\rangle\), and \(\mu-\mu_k\propto\sum_{j>k}\langle\ell_0,T^j\ell_0\rangle\). Each term is positive, the kernel and \(\ell_0\) being positive, and at most \(q^j\langle\ell_0,\ell_0\rangle\):
\[0<\mu-\mu_k\le\mu_0\,\frac{q^{k+1}}{1-q}.\]
The iterates rise monotonically and \(\mu_0<\mu\).

For a lower bound, symmetrise a ladder. The off-diagonal element is the geometric mean of the two couplings, \(a=\sqrt{N(N+1)}\,Q_1(x)/\sqrt{D(x)D(x+1)}\to\tfrac12L\,\mathrm{sech}(b/2)\). On \(M\) high rungs \(a\) is nearly constant, and the vector \(\sin[j\pi/(M+1)]\) has eigenvalue \(2a\cos[\pi/(M+1)]\). A block cannot exceed the norm, so letting the block rise and lengthen gives \(\|T\|\ge\mathrm{sech}(b/2)\). For \(b\le b^*\) the norm is therefore \(\mathrm{sech}(b/2)\); otherwise it lies between that and \(q\), here 0.7608 and 0.8298. The approach is logarithmic, as \(L=1-1/y+\dots\): 400 rungs starting at \(10^6\) and \(10^{12}\) have spectral radii 0.7107 and 0.7345.

The mobility unit \(1/m\alpha\omega\) is \(2.977\times10^4\) Å\(^2\)/(V fs). On 60 rungs the converged value is \(5.185\times10^4\) Å\(^2\)/(V fs), or 5185 cm\(^2\)/(V s), digits that describe the model and no material. Relative to it the iterates \(k=0,1,2,3,5,10\) err by 0.411, 0.207, 0.093, 0.048, 0.012 and \(3.5\times10^{-4}\). The bound is loose: it exceeds 1 through \(k=5\), is 0.445 at \(k=10\), and, once \(\mu_0<\mu\) is used to replace the unknown factor \(\mu_0/\mu\) by 1, guarantees a relative \(10^{-6}\) only after 83 sweeps, the first \(k\) with \(q^{k+1}/(1-q)<10^{-6}\), where 19 suffice. The error ratio from sweep 10 to 11 is 0.5369, but single-sweep ratios alternate: \(T\) links even rungs only to odd ones, so its eigenvalues come in pairs \(\pm r\), and the even and odd terms of the sum carry different weights. The mean ratio from sweep 5 to 10 is \((3.46\times10^{-4}/1.16\times10^{-2})^{1/5}\approx0.50\). The \(\delta=0.5\) ladder cut at 10 and 60 rungs has radii 0.5090 and 0.6129. All these numbers lie below the lower bound 0.7608 on \(\|T\|\), which was obtained from rungs far above these cuts.

The iteration agrees with a direct tridiagonal solve to \(10^{-10}\) in the weighted norm, and 30 rungs reproduce the 60-rung mobility to a relative \(10^{-10}\). The term \(T^j\ell_0\) is the contribution of the flight after \(j\) collisions, so \(\mu=(\beta/3)\langle\sum_j\mathbf v_{(0)}\cdot\mathbf v_{(j)}/\nu_{0,(j)}\rangle\) over random trajectories. A three-dimensional Monte Carlo sum over 25 flights gives \((5.215\pm0.025)\times10^4\) Å\(^2\)/(V fs), 1.2 standard errors from the converged value.

## Cusps at every multiple of \(\omega\)

Approach the integers from below, \(x=n-\epsilon\), \(n\ge1\). The lowest rung has no emission and every argument of \(y\) and \(Q_1\) stays near 1 or above, so the coefficients are smooth in \(\epsilon\). Their derivatives are bounded along the ladder and \(1-T\) is invertible, so \(\ell(n-\epsilon)=\ell(n)+O(\epsilon)\).

From above, \(x=n+\epsilon\), with \(s=\sqrt\epsilon\), a rung at \(x=\epsilon\) appears. There \(y=2s+\dots\), \(Q_1=y^2/3=4s^2/3+\dots\), and \(\ell(\epsilon)=[\epsilon+NQ_1\ell(1+\epsilon)]/Ny=O(s)\), so its feed into rung 1 is \(O(s^3)\). At \(s=0\) the equations for \(n\ge1\) coincide with those from below, and \(\ell\) is continuous. The one term of order \(s\) among the coefficients is the opening of emission, \(D(1+\epsilon)=Ny(1)+2(N+1)s+O(s^2)\). Insert \(\ell(n+\epsilon)=\ell(n)+c_ns+O(s^2)\), write \(D_n=D(n)\), and collect order \(s\):
\[D_1c_1=-2(N+1)\ell(1)+NQ_1(1)c_2,\]
\[D_nc_n=NQ_1(n)c_{n+1}+(N+1)Q_1(n-1)c_{n-1}\qquad(n\ge2).\]
This is the ladder equation with a negative source on rung 1. Its solution \(\sum_jT^j(\text{source})\) is negative on every rung, because the positive couplings reach rung \(n\) after \(n-1\) steps. Dividing the second equation by \(c_{n-1}\), with \(\rho_n=c_n/c_{n-1}\),
\[\rho_n=\frac{(N+1)Q_1(n-1)}{D_n-NQ_1(n)\rho_{n+1}},\qquad c_1=\frac{-2(N+1)\ell(1)}{D_1-NQ_1(1)\rho_2}.\]
If \(0\le\rho_{n+1}\le1\), the denominator exceeds \((N+1)y(n-1)\), since \(y>Q_1\), so \(0<\rho_n<L(n-1)<1\). Induction down from a truncation, then its removal, makes this hold for all \(n\ge2\). An electron just above \(2\omega\) emits to just above \(\omega\), keeps part of its direction, and inherits the shortened path found there. The same counting shows that \(\ell_k\) carries cusps up to \(x=k+1\) and none higher; the cusp at \(k+1\) and its absence at \(k+2\) were tested for \(k=1\) to 4.

In the example \(\rho_2=0.4128\), so
\[c_1=\frac{-2\times1.2704\times3.1860}{0.4766-0.2704\times0.8697\times0.4128}=\frac{-8.095}{0.3795}=-21.33,\]
then \(c_2=-21.33\times0.4128=-8.80\), and \(c_3,c_4,c_5=-4.44,-2.45,-1.42\). Finite-difference slopes of the direct solve agree within a relative \(10^{-3}\), and the slopes from below vanish. The opening emission term adds \(2(N+1)s\) to the denominator of \(c_1\), so the expansion needs \(2(N+1)s\ll D_1-NQ_1(1)\rho_2\), or \(s\ll0.3795/2.5408=0.149\), which is \(\epsilon\ll0.022\), an energy window of 0.0009 eV.

## What relaxation-time formulas keep and lose

The self-energy relaxation-time approximation (SERTA) drops in-scattering, \(\ell=\ell_0\). The momentum relaxation-time approximation (MRTA), in the form used here, sets \(\Lambda/v\) equal at \(E\) and \(E\pm\omega\), so \(\ell(x')=\sqrt{x'/x}\,\ell(x)\) and each \(y\) in \(D\) becomes \(y-(k'/k)Q_1\). Both have the form \(x/\text{denominator}\), with denominators analytic for \(x>1\) and positive (for MRTA, tested on a grid). Both denominators gain \(2(N+1)s\) at \(x=1\), the extra MRTA term being \(O(s^3)\), which gives \(c_1=-2(N+1)\ell(1)^2\): \(-2.5408\times2.098^2\approx-11.2\) for SERTA and \(-122.4\) for MRTA. They show the threshold at \(\omega\), with the wrong amplitude, and have \(c_n=0\) for \(n\ge2\).

| \(E\) (eV) | Rode (Å) | SERTA (Å) | MRTA (Å) |
|---|---|---|---|
| 0.040 | 2023 | 1332 | 4408 |
| 0.044 | 787 | 543 | 784 |
| 0.080 | 1400 | 444 | 777 |
| 0.084 | 909 | 451 | 807 |
| 0.120 | 1374 | 526 | 1110 |
| 0.124 | 1144 | 535 | 1146 |

Across \(2\omega\) and \(3\omega\) the full path falls by 35% and 17% of its threshold value while both formulas rise. These steps of \(\epsilon=0.1\) lie outside the range of the \(c_ns\) term and come from the full solve. SERTA gives 3053 and MRTA 8084 cm\(^2\)/(V s), which are 0.589 and 1.559 times the full result.

## The cold limit

The two-rung example becomes the leading term as \(N\to0\). Fix \(0<x<1\). The lower rung reads \(\ell(x)=x/Ny+L\,\ell(x+1)\), of order \(1/N\). On the upper rung \(D(x+1)=y(x)[1+O(N)]\), the source is \(O(1)\), and so is \(NQ_1\ell(x+2)\); hence \(\ell(x+1)=L\,\ell(x)+O(1)\). Absorption followed by re-emission to the same energy closes the loop:
\[\ell(x)=\frac{x}{Ny\,(1-L^2)} .\]
The prefactor of \(\mu\) is \(b^{5/2}/\Gamma(5/2)\), so \(2N\alpha\omega m\mu\) is the average of \(2\sqrt x/[y(1-L^2)]\) with weight \(x^{3/2}e^{-bx}\), for which \(\langle x\rangle=5/2b\) and \(\langle x^2\rangle=35/4b^2\); the region \(x>1\) is exponentially small. From \(t=\sqrt x(1-x/6+3x^2/40)\), \(\sqrt x/t=1+x/6-17x^2/360\), the last coefficient being \(1/36-3/40\). From \(L=y/3-y^3/45\), \(y=2t\), \(t^2=x-x^2/3\), one finds \(L^2=4x/9-(4/27+32/135)x^2\), so \(1/(1-L^2)=1+4x/9-76x^2/405\), using \(16/81-52/135\). The product is \(1+11x/18-521x^2/3240\). Averaging,
\[2N\alpha\omega m\mu=1+\frac{55}{36b}-\frac{3647}{2592b^2}+\dots,\qquad\text{SERTA: }1+\frac{5}{12b}-\frac{119}{288b^2}+\dots\]
The ratio is \(1+10/9b+\dots\): SERTA becomes correct as a power of temperature, although \(N\) is exponentially small. At \(b=12\) the full solve and the loop formula both give 1.1186 against 1.0320 for SERTA. At \(b=30\) the full value is 1.0495 and the series 1.0494, and the ratio is 1.0355 against 1.0370. The loop takes two sweeps, one up and one down, and multiplies the error on the lowest rung by \(L^2\). The average rate is \(L\le0.4934\) per sweep, well inside the bound \(q=0.7645\).

MRTA replaces the true \(\ell(x+1)=L\ell(x)\) by \(\coth t\,\ell(x)\), since \(k'/k=\coth t\). Its ratio to SERTA is \(1/(1-L\coth t)\), with \(L\coth t=(2t/3-8t^3/45)(1/t+t/3)=2/3+2t^2/45\). This gives \(3(1+2x/15)\), averaging to \(3(1+1/3b)\): 3.0833 at \(b=12\), against 3.0771 computed. At \(b=0.5\) the order of merit is reversed, with MRTA/Rode 1.030 and SERTA/Rode 0.365, while \(q=0.9695\) guarantees only slow convergence.

The cusps are properties of the golden-rule equation with sharp energies. At \(x=1\) the scattering rate is \(\alpha\omega D_1=0.003888\times0.4766=0.0019\) eV, about twice the 0.0009 eV window, so collisional broadening, which this equation omits, cannot be neglected for the shape of the edge at this \(\alpha\). The window stays fixed as \(\alpha\to0\) while the rate shrinks, and the square-root edge belongs to that weak-coupling regime. Phonon dispersion, screening, nonparabolicity and Pauli blocking are also left out; screening and nonparabolicity change \(y\) and \(Q_1\), so the lemma must then be proved again, while Pauli blocking leaves them unchanged but makes the occupation factors depend on energy, so the bound on \(R\) must be redone. All computed values are in the numerical output below.

## Values computed for the example and the checks

```
m = 0.1 m_e, eps_inf = 10.0, eps_0 = 12.0, w = 0.04 eV, T = 300.0 K
kT = 0.02585 eV, b = 1.5473, N = 0.2704, e^b = 4.6986
alpha = 0.09720, alpha*w = 0.003888 eV
length unit = 635.01 A, mobility unit = 29774.7 A^2/(V fs)
y(1) = 1.7627, y(2) = 2.2924, L(y(1)) = 0.4934, L2 = 0.5844
b* = 0.8847, sqrt(L2) = 0.7645, lemma margin sum = 0.7955
lam = 1.4200, q = 0.8298, sech(b/2) = 0.7608
max weighted row sum on grid = 0.7958
plain row sum at x = 1e+01: 0.7277
plain row sum at x = 1e+03: 0.8794
plain row sum at x = 1e+06: 0.9342
ladder radius, delta = 0.5, 10 rungs: 0.5090
ladder radius, delta = 0.5, 60 rungs: 0.6129
ladder radius, delta = 0.5, 300 rungs: 0.6513
radius of 400 rungs from n = 1e+06: 0.7107
radius of 400 rungs from n = 1e+12: 0.7345
homogeneous growth ratio at rung 400 = 5.7774
mu_0 = 30530.1 A^2/(V fs), rel. error 4.11e-01, bound 2.87e+00
mu_1 = 41104.2 A^2/(V fs), rel. error 2.07e-01, bound 2.38e+00
mu_2 = 47020.7 A^2/(V fs), rel. error 9.31e-02, bound 1.98e+00
mu_3 = 49358.8 A^2/(V fs), rel. error 4.80e-02, bound 1.64e+00
mu_5 = 51245.7 A^2/(V fs), rel. error 1.16e-02, bound 1.13e+00
mu_10 = 51828.3 A^2/(V fs), rel. error 3.46e-04, bound 4.45e-01
observed error ratio k=10->11: 0.5369
iterations to 1e-6: observed 19, guaranteed 83
mu Rode = 51846.3 A^2/(V fs) = 5184.6 cm^2/(V s), ratio to Rode 1.0000
mu SERTA = 30530.1 A^2/(V fs) = 3053.0 cm^2/(V s), ratio to Rode 0.5889
mu MRTA = 80841.3 A^2/(V fs) = 8084.1 cm^2/(V s), ratio to Rode 1.5593
mu Monte Carlo = 52145 +- 253 A^2/(V fs)
E (eV), mean free path (A): Rode, SERTA, MRTA
  0.020  1266.2  891.7  2829.1
  0.040  2023.1  1332.4  4407.8
  0.044  787.3  543.3  784.0
  0.060  947.1  427.0  655.0
  0.080  1400.1  444.2  777.1
  0.084  908.8  451.0  807.4
  0.100  1055.8  482.3  937.0
  0.120  1374.3  525.6  1110.1
  0.124  1143.5  534.5  1145.6
n, l(n), c_n formula, c_n finite difference, c_n/l(n), rho_(n+1) (dimensionless)
  1  3.1860  -21.3278  -21.3273  -6.6943  0.4128
  2  2.2048  -8.8034  -8.8032  -3.9929  0.5040
  3  2.1642  -4.4371  -4.4370  -2.0503  0.5514
  4  2.4299  -2.4468  -2.4467  -1.0070  0.5818
  5  2.8345  -1.4236  -1.4235  -0.5022  0.6034
c_1 SERTA = -11.1855, c_1 MRTA = -122.3999
b, lam, q, sech(b/2), SERTA/Rode, MRTA/Rode
  0.5  1.2840  0.9695  0.9695  0.3647  1.0301
  1.0  1.5223  0.8896  0.8868  0.4890  1.2007
  2.0  1.3760  0.8041  0.6481  0.6536  1.8690
  4.0  1.3167  0.7695  0.2658  0.8129  2.5610
  12.0  1.3081  0.7645  0.0050  0.9226  2.8389
b = 12, 2 alpha w N m mu: Rode 1.1186, loop form 1.1186, SERTA 1.0320, series 1.0319
b = 12, MRTA/SERTA = 3.0771, 3(1+1/(3b)) = 3.0833
b = 30, 2 alpha w N m mu: Rode 1.0495, series 1.0494
b = 30, Rode/SERTA = 1.0355, 1+10/(9b) = 1.0370
```
